# A flat coated wafer can carry fully stressed films: a program that tests the result

```python
# Result under test: identical stressed films on both faces of a free wafer
# give zero curvature, while each film keeps the stress s0/(1+2q),
# q = M_f t/(M_s h).  One film alone bends the wafer and keeps about s0(1-4q).
# Symbols: h wafer thickness, t film thickness, a wafer radius, E Young's
# modulus, nu Poisson ratio, M = E/(1-nu) biaxial modulus, s0 film stress on
# an undeformable wafer (tension positive), in-plane strain e(z) = e0 - k z,
# k curvature (positive: edges rise towards the front), z from mid-wafer.
# A layer is the tuple (z_low, z_high, E, nu, s0).
import numpy as np
from scipy.constants import g
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def balance(layers):
    """Strain e0 and curvature k from zero net force and zero net moment."""
    A = np.zeros((2, 2))
    b = np.zeros(2)
    for lo, hi, E, nu, s0 in layers:
        M = E / (1 - nu)
        m0, m1, m2 = hi - lo, (hi**2 - lo**2) / 2, (hi**3 - lo**3) / 3
        A += M * np.array([[m0, -m1], [m1, -m2]])
        b -= s0 * np.array([m0, m1])
    # scale the unknown k and the moment row by a length for conditioning
    L = layers[-1][1] - layers[0][0]
    S = np.diag([1, 1 / L])
    return S @ np.linalg.solve(S @ A @ S, S @ b)


def mid_stress(layer, e0, k):
    lo, hi, E, nu, s0 = layer
    return s0 + E / (1 - nu) * (e0 - k * (lo + hi) / 2)


def energy(layers, e0, k):
    """Elastic energy per wafer area, integral of stress^2/M over z."""
    x, w = np.polynomial.legendre.leggauss(3)
    total = 0.0
    for lo, hi, E, nu, s0 in layers:
        M = E / (1 - nu)
        z = (lo + hi) / 2 + (hi - lo) / 2 * x
        total += np.sum(w * (s0 + M * (e0 - k * z))**2) / M * (hi - lo) / 2
    return total


def elastic_disk(layers, r_edges):
    """Axisymmetric elasticity with 9-node elements, no plate assumption.
    Returns curvature near the axis, element radii, front-film stress."""
    cells = []
    for lo, hi, E, nu, s0 in layers:
        parts = 6 if s0 == 0 else 1
        cuts = np.linspace(lo, hi, parts + 1)
        cells += [(cuts[i], cuts[i + 1], E, nu, s0) for i in range(parts)]
    z_edges = np.array([c[0] for c in cells] + [cells[-1][1]])

    def with_midpoints(edges):
        out = np.empty(2 * len(edges) - 1)
        out[::2] = edges
        out[1::2] = (edges[1:] + edges[:-1]) / 2
        return out

    r_nodes, z_nodes = with_midpoints(r_edges), with_midpoints(z_edges)
    nz = len(z_nodes)
    ndof = 2 * len(r_nodes) * nz

    def shape(x):
        return (np.array([x * (x - 1) / 2, 1 - x * x, x * (x + 1) / 2]),
                np.array([x - 0.5, -2 * x, x + 0.5]))

    def strain_matrix(x, y, r, dr, dz):
        nx, dx = shape(x)
        ny, dy = shape(y)
        N = np.outer(nx, ny).ravel()
        Nr = np.outer(dx, ny).ravel() * 2 / dr
        Nz = np.outer(nx, dy).ravel() * 2 / dz
        B = np.zeros((4, 18))
        B[0, ::2], B[1, 1::2], B[2, ::2] = Nr, Nz, N / r
        B[3, ::2], B[3, 1::2] = Nz, Nr
        return B

    def stiffness(E, nu):
        lam, mu = E * nu / (1 + nu) / (1 - 2 * nu), E / 2 / (1 + nu)
        C = np.zeros((4, 4))
        C[:3, :3] = lam + 2 * mu * np.eye(3)
        C[3, 3] = mu
        return C

    def element_dofs(i, j):
        nodes = [(2 * i + p) * nz + 2 * j + q
                 for p in range(3) for q in range(3)]
        return np.array([[2 * n, 2 * n + 1] for n in nodes]).ravel()

    gx, gw = np.polynomial.legendre.leggauss(3)
    rows, cols, vals = [], [], []
    load = np.zeros(ndof)
    for i in range(len(r_edges) - 1):
        dr, rc = r_edges[i + 1] - r_edges[i], r_nodes[2 * i + 1]
        for j, (lo, hi, E, nu, s0) in enumerate(cells):
            C, dz = stiffness(E, nu), hi - lo
            Ke, fe = np.zeros((18, 18)), np.zeros(18)
            for x, wx in zip(gx, gw):
                r = rc + dr / 2 * x
                for y, wy in zip(gx, gw):
                    B = strain_matrix(x, y, r, dr, dz)
                    wt = wx * wy * r * dr * dz / 4
                    Ke += wt * B.T @ C @ B
                    fe -= wt * B.T @ np.array([s0, 0, s0, 0])
            d = element_dofs(i, j)
            rows.append(np.repeat(d, 18))
            cols.append(np.tile(d, 18))
            vals.append(Ke.ravel())
            load[d] += fe
    K = coo_matrix((np.concatenate(vals),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(ndof, ndof)).tocsr()
    j0 = int(np.argmin(abs(z_nodes)))
    fixed = np.r_[2 * np.arange(nz), 2 * j0 + 1]
    free = np.setdiff1d(np.arange(ndof), fixed)
    u = np.zeros(ndof)
    u[free] = spsolve(K[free][:, free].tocsc(), load[free])
    i1 = int(np.argmin(abs(r_nodes - 2.0)))
    rise = u[2 * (i1 * nz + j0) + 1] - u[2 * j0 + 1]
    curvature = 2 * rise / r_nodes[i1]**2
    lo, hi, E, nu, s0 = cells[-1]
    stress = []
    for i in range(len(r_edges) - 1):
        B = strain_matrix(0, 0, r_nodes[2 * i + 1],
                          r_edges[i + 1] - r_edges[i], hi - lo)
        strain = B @ u[element_dofs(i, len(cells) - 1)]
        stress.append(s0 + (stiffness(E, nu) @ strain)[0])
    return curvature, r_nodes[1::2], np.array(stress)


# ---- rough typical inputs: plasma-deposited nitride on (100) silicon ----
h, t, a = 725e-6, 1e-6, 0.100
E_f, nu_f = 150e9, 0.25
M_s, nu_s = 180e9, 0.28
E_s = M_s * (1 - nu_s)
M_f = E_f / (1 - nu_f)
s0 = -300e6
rho = 2330.0
q = M_f * t / (M_s * h)


def stack(t_front, s_front, t_back=0.0, s_back=0.0, thick=h):
    out = [(-thick / 2, thick / 2, E_s, nu_s, 0.0)]
    if t_back:
        out.insert(0, (-thick / 2 - t_back, -thick / 2, E_f, nu_f, s_back))
    if t_front:
        out.append((thick / 2, thick / 2 + t_front, E_f, nu_f, s_front))
    return out


def bow(k):
    return -k * a**2 / 2


# ---- full elasticity of a thick-film disk, lengths in units of h ----
tm = 0.05
r_edges = np.r_[np.linspace(0, 4, 9), np.linspace(4.2, 5.6, 8),
                5.7, 5.8, 5.87, 5.92, 5.96, 6.0]
one_m = stack(tm, s0, thick=1.0)
two_m = stack(tm, s0, tm, s0, thick=1.0)
k1_fe, r_fe, s1_fe = elastic_disk(one_m, r_edges)
k2_fe, r_fe, s2_fe = elastic_disk(two_m, r_edges)
e1_m, k1_m = balance(one_m)
s1_m = mid_stress(one_m[-1], e1_m, k1_m)
s2_m = s0 / (1 + 2 * M_f * tm / M_s)
assert abs(k1_fe / k1_m - 1) < 1e-3
assert abs(s1_fe[0] / s1_m - 1) < 1e-3
assert abs(k2_fe / k1_fe) < 1e-5
assert abs(s2_fe[0] / s2_m - 1) < 1e-3
inside = r_fe <= r_edges[-1] - 1.0
edge_dev = np.max(abs(s2_fe[inside] / s2_fe[0] - 1))
assert edge_dev < 0.01
assert abs(s2_fe[-1]) < 0.9 * abs(s2_fe[0])   # the free edge does relax

# ---- example: one film, then two identical films ----
one, two = stack(t, s0), stack(t, s0, t, s0)
e1, k1 = balance(one)
e2, k2 = balance(two)
film1, film2 = mid_stress(one[-1], e1, k1), mid_stress(two[-1], e2, k2)
k_stoney = 6 * s0 * t / (M_s * h**2)
assert abs(k1 / k_stoney - 1) < 0.01           # thin-film corrections
assert abs((1 - film1 / s0) / (4 * q) - 1) < 0.01
assert abs(k2 / k1) < 1e-9
assert abs(film2 / (s0 / (1 + 2 * q)) - 1) < 1e-9
assert abs(film2) > abs(film1)
wafer2 = M_s * e2
assert abs(wafer2 / (-2 * t * film2 / h) - 1) < 1e-9
wafer1_top = M_s * (e1 - k1 * h / 2)
W1, W2 = energy(one, e1, k1), energy(two, e2, k2)
w_film = s0**2 * t / M_f
assert abs(W1 / (w_film * (1 - 4 * q)) - 1) < 1e-4
assert abs(W2 / (2 * w_film * (1 - 2 * q)) - 1) < 1e-4

# removing the back film: stress read from the bow that returns
s_read = k1 * M_s * h**2 / (6 * t)
assert abs(s_read / film2 - 1) < 0.01
# back film 2 % thinner; and unlike films with equal force per width
k_thin = balance(stack(t, s0, 0.98 * t, s0))[1]
assert abs(k_thin / (0.02 * k_stoney) - 1) < 0.02
unlike = stack(t, s0, t / 2, 2 * s0)
e_u, k_u = balance(unlike)
assert abs(k_u / k1) < 0.005
front_u, back_u = (mid_stress(unlike[i], e_u, k_u) for i in (-1, 0))

# back film grown at s0 on the wafer already bent by the front film
e_back = e1 + k1 * (h + t) / 2
k_seq = balance(stack(t, s0, t, s0 - M_f * e_back))[1]
assert abs(k_seq / k1 / (2 * q) - 1) < 0.05

# ---- large deflection: membrane energy of a uniformly curved disk ----
x, w = np.polynomial.legendre.leggauss(12)
y, wy = (x + 1) / 2, w / 2                     # y = r/a
area = 2 * np.pi * y * wy * a**2
root = np.linalg.cholesky(np.array([[1, nu_s], [nu_s, 1]])).T
er = np.array([np.ones_like(y), 3 * y**2])
et = np.array([np.ones_like(y), y**2])
stretch = (k1 * a * y)**2 / 2
sw = np.sqrt(area)
mat = np.vstack([(root[i, 0] * er + root[i, 1] * et).T * sw[:, None]
                 for i in range(2)])
vec = np.concatenate([root[i, 0] * stretch * sw for i in range(2)])
scale = np.max(abs(vec))
c = np.linalg.lstsq(mat, -vec / scale, rcond=None)[0]
U_mem = E_s * h / (2 * (1 - nu_s**2)) * np.sum((mat @ c * scale + vec)**2)
U_bend = np.pi * a**2 * M_s * h**3 * k1**2 / 12
nonlin = (1 - nu_s) * (k1 * a**2)**2 / (16 * h**2)
assert abs(2 * U_mem / U_bend / nonlin - 1) < 1e-6


# ---- weight on an edge support: formula against energy minimization ----
def sag(E, nu):
    D = E * h**3 / (12 * (1 - nu**2))
    return rho * g * h * a**4 * (5 + nu) / (64 * (1 + nu) * D)


D = E_s * h**3 / (12 * (1 - nu_s**2))
crr = np.array([2 * np.ones_like(y), 12 * y**2]) / a**2
ctt = np.array([2 * np.ones_like(y), 4 * y**2]) / a**2
Kb = D * ((crr * area) @ crr.T + (ctt * area) @ ctt.T
          + nu_s * ((crr * area) @ ctt.T + (ctt * area) @ crr.T))
phi = np.array([y**2 - 1, y**4 - 1])
coef = np.linalg.solve(Kb, -rho * g * h * (phi @ area))
assert abs(np.sum(coef) / sag(E_s, nu_s) - 1) < 1e-6
# rough silicon constants along <110>, nearly the same biaxial modulus
E_110, nu_110 = 169e9, 0.064
assert abs(E_110 / (1 - nu_110) / M_s - 1) < 0.01

d_alpha, d_temp = 1e-6, 100.0
hot = stack(t, s0 + M_f * d_alpha * d_temp, t, s0 + M_f * d_alpha * d_temp)
e_hot, k_hot = balance(hot)
assert abs(k_hot / k1) < 1e-9


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("wafer thickness h", h * 1e6, 0, "um")
show("wafer radius a", a * 1e3, 0, "mm")
show("film thickness t", t * 1e6, 1, "um")
show("film Young modulus", E_f / 1e9, 0, "GPa")
show("film Poisson ratio", nu_f, 2, "")
show("film biaxial modulus M_f", M_f / 1e9, 0, "GPa")
show("wafer biaxial modulus M_s", M_s / 1e9, 0, "GPa")
show("wafer Poisson ratio", nu_s, 2, "")
show("wafer Young modulus, isotropic stand-in", E_s / 1e9, 1, "GPa")
show("wafer density", rho, 0, "kg/m3")
show("film stress on rigid wafer s0", s0 / 1e6, 0, "MPa")
print("ONE FILM AND TWO FILMS")
show("stiffness ratio q", q * 1e3, 3, "x 1e-3")
show("film force per width s0 t", s0 * t, 0, "N/m")
show("one film: curvature, Stoney", k_stoney, 5, "1/m")
show("one film: curvature, full balance", k1, 5, "1/m")
show("one film: radius of curvature", 1 / abs(k1), 1, "m")
show("one film: bow, Stoney", bow(k_stoney) * 1e6, 1, "um")
show("one film: bow, full balance", bow(k1) * 1e6, 1, "um")
show("one film: film stress", film1 / 1e6, 2, "MPa")
show("one film: wafer stress under film", wafer1_top / 1e6, 2, "MPa")
show("two films: bow magnitude", abs(bow(k2)) * 1e6, 6, "um")
show("two films: stress in each film", film2 / 1e6, 2, "MPa")
show("two films: wafer stress", wafer2 / 1e6, 3, "MPa")
show("one film: stored energy", W1, 4, "J/m2")
show("two films: stored energy", W2, 4, "J/m2")
show("back film removed: stress read by Stoney", s_read / 1e6, 1, "MPa")
show("back film 2 % thinner: bow", bow(k_thin) * 1e6, 2, "um")
show("unlike films: bow", bow(k_u) * 1e6, 2, "um")
show("unlike films: front stress", front_u / 1e6, 1, "MPa")
show("unlike films: back stress", back_u / 1e6, 1, "MPa")
print("FULL ELASTICITY CHECK, t/h = 0.05, a/h = 6")
show("one film: curvature, elasticity / balance", k1_fe / k1_m, 5, "")
show("one film: film stress, elasticity", s1_fe[0] / 1e6, 2, "MPa")
show("one film: film stress, balance", s1_m / 1e6, 2, "MPa")
show("two films: film stress, elasticity", s2_fe[0] / 1e6, 2, "MPa")
show("two films: film stress, formula", s2_m / 1e6, 2, "MPa")
show("largest stress change beyond h from edge", edge_dev * 100, 3, "%")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
show("sequential growth: residual bow", bow(k_seq) * 1e6, 2, "um")
show("large deflection: one-film bow lowered by", nonlin * 100, 2, "%")
show("sag under weight, edge support", sag(E_s, nu_s) * 1e6, 1, "um")
show("same sag with <110> constants", sag(E_110, nu_110) * 1e6, 1, "um")
show("area within h of the edge", (1 - (1 - h / a)**2) * 100, 2, "%")
show("expansion mismatch, assumed", d_alpha * 1e6, 1, "ppm/K")
show("temperature rise", d_temp, 0, "K")
show("film stress change on heating", M_f * d_alpha * d_temp / 1e6, 0, "MPa")
print("done: every assertion held")
```

Output:

```
INPUTS (rough typical values)
wafer thickness h: 725 um
wafer radius a: 100 mm
film thickness t: 1.0 um
film Young modulus: 150 GPa
film Poisson ratio: 0.25
film biaxial modulus M_f: 200 GPa
wafer biaxial modulus M_s: 180 GPa
wafer Poisson ratio: 0.28
wafer Young modulus, isotropic stand-in: 129.6 GPa
wafer density: 2330 kg/m3
film stress on rigid wafer s0: -300 MPa
ONE FILM AND TWO FILMS
stiffness ratio q: 1.533 x 1e-3
film force per width s0 t: -300 N/m
one film: curvature, Stoney: -0.01902 1/m
one film: curvature, full balance: -0.01893 1/m
one film: radius of curvature: 52.8 m
one film: bow, Stoney: 95.1 um
one film: bow, full balance: 94.7 um
one film: film stress: -298.17 MPa
one film: wafer stress under film: 1.65 MPa
two films: bow magnitude: 0.000000 um
two films: stress in each film: -299.08 MPa
two films: wafer stress: 0.825 MPa
one film: stored energy: 0.4473 J/m2
two films: stored energy: 0.8972 J/m2
back film removed: stress read by Stoney: -298.6 MPa
back film 2 % thinner: bow: 1.88 um
unlike films: bow: -0.08 um
unlike films: front stress: -299.1 MPa
unlike films: back stress: -599.1 MPa
FULL ELASTICITY CHECK, t/h = 0.05, a/h = 6
one film: curvature, elasticity / balance: 1.00069
one film: film stress, elasticity: -242.04 MPa
one film: film stress, balance: -242.08 MPa
two films: film stress, elasticity: -269.97 MPa
two films: film stress, formula: -270.00 MPa
largest stress change beyond h from edge: 0.221 %
NEGLECTED EFFECTS IN THE EXAMPLE
sequential growth: residual bow: 0.29 um
large deflection: one-film bow lowered by: 0.31 %
sag under weight, edge support: 23.9 um
same sag with <110> constants: 22.9 um
area within h of the edge: 1.44 %
expansion mismatch, assumed: 1.0 ppm/K
temperature rise: 100 K
film stress change on heating: 20 MPa
done: every assertion held
```
